# Why a fixed donor doubles the image-force barrier lowering

**Q:** I have a silicide contact on n-type silicon under reverse bias. Electrons can enter the silicon from the metal or from deep donors near it. Both kinds are held back by a Coulomb attraction and pushed out by the same field. Why should the barrier fall by different amounts?

**A:** Because the donor stays where it is, while the charge that attracts the electron back to the metal recedes as the electron leaves. To see what that does, we need a common description.

Let $F$ be the magnitude of a uniform field that pushes the electron away from its starting point, and let $x$ be the distance it has moved in that direction. The push is $f=qF$, with $q>0$ the elementary charge, and it contributes $-fx$ to the electron's energy. Both electrons move in a medium of permittivity $\varepsilon$, and I write

$$K=\frac{q^2}{4\pi\varepsilon},$$

so that two opposite elementary charges a distance $s$ apart attract with force $K/s^2$. I hold $F$ and $\varepsilon$ the same in both cases.

The donor is neutral when filled and has charge $+q$ when the electron has left. A trap that is neutral when empty has no such long-range attraction, and this argument doesn't apply to it.

**Q:** For the donor the force is then $K/x^2$. What is it for the metal?

**A:** Treat the metal as an ideal conductor with a flat surface. The electron draws positive charge to that surface until the potential along it is constant. A fictitious charge $+q$ at distance $x$ behind the surface does the same: every surface point is equally far from it and from the electron, so their potentials cancel there. The potential outside is fixed by the charges outside and its boundary values, so the force on the electron is that of the image. The separation is $s=2x$, and the force is

$$\frac{K}{(2x)^2}=\frac{K}{4x^2}.$$

This can be checked without assuming an image. I solved numerically for the charge on a grounded disc, requiring zero potential on it, with the electron at distance 1 and a disc radius of 400. The force came out as 0.2500 in units where $K=1$.

**Q:** So at the same distance the metal pulls four times more weakly. Why isn't the lowering different by a factor of four?

**A:** The two barrier tops are not at the same distance. A top lies where the pull back equals the push out:

$$\frac{K}{s^2}=f\quad\Rightarrow\quad s_*=\sqrt{\frac{K}{f}}.$$

This condition contains only the separation, so it is the same for both. At the top, the electron is as far from its image as the other electron is from its donor. The distances travelled differ:

$$x_{\rm donor}=s_*,\qquad x_{\rm metal}=\frac{s_*}{2}.$$

**Q:** And the energies?

**A:** Energy comes from force times the electron's own displacement. Take the attraction energy as zero at infinite distance. The pull acts towards smaller $x$, so the energy at $x$ is minus the work needed to carry the electron from $x$ to infinity. For the donor,

$$-\int_x^\infty\frac{K}{x'^2}\,dx'=-\frac{K}{x},$$

and for the metal,

$$-\int_x^\infty\frac{K}{4x'^2}\,dx'=-\frac{K}{4x}.$$

Adding the field term gives

$$U_{\rm donor}(x)=-\frac{K}{x}-fx,\qquad U_{\rm metal}(x)=-\frac{K}{4x}-fx.$$

Now write both in terms of the separation, with $x=s$ for the donor and $x=s/2$ for the metal:

$$U_{\rm donor}=-\frac{K}{s}-fs,$$

$$U_{\rm metal}=-\frac{K}{2s}-\frac{fs}{2}=\frac12\left(-\frac{K}{s}-fs\right).$$

At equal separation, the metal's energy is half the donor's. The forces there are equal, but when the separation grows by $ds$, the electron leaving the donor moves by $ds$ and the one leaving the metal moves by $ds/2$. The recession of the image supplies the rest. This halves the work against the attraction and the work done by the field alike.

**Q:** Please turn that into the two lowerings, and say what each is measured from.

**A:** For the donor, the slope and curvature are

$$\frac{dU}{ds}=\frac{K}{s^2}-f,\qquad \frac{d^2U}{ds^2}=-\frac{2K}{s^3}<0,$$

so $s_*$ is a maximum. Its height follows from $K/s_*=\sqrt{Kf}$ and $fs_*=\sqrt{Kf}$:

$$U_{\rm donor}(s_*)=-2\sqrt{Kf}.$$

Without the field, the electron must reach energy zero, the conduction band edge far from the donor. I take the bound level as unmoved by the field. The Poole-Frenkel lowering is then

$$D_{\rm PF}=2\sqrt{Kf}=\sqrt{\frac{4q^2\,qF}{4\pi\varepsilon}}=\sqrt{\frac{q^3F}{\pi\varepsilon}}.$$

For the metal, the reference is the barrier in the same field but without the image force. That energy is $-fx$, whose highest value is zero, at the surface. The top with the image force is half the donor's, so the Schottky lowering is

$$D_{\rm S}=\sqrt{Kf}=\sqrt{\frac{q^3F}{4\pi\varepsilon}},\qquad \frac{D_{\rm PF}}{D_{\rm S}}=2.$$

**Q:** One thing bothers me. Two opposite charges at separation $2x$ have energy $-K/(2x)$. You wrote $-K/(4x)$.

**A:** The first expression belongs to two charges that keep their full values while they are brought together. The induced charge depends on the electron. Imagine building up the electron's charge at fixed $x$ from zero to $-q$, with $\lambda$ the fraction present. The induced charge is then also a fraction $\lambda$ of its final value. The next portion $d\lambda$ gains the energy $-\lambda\,K/(2x)\,d\lambda$ from it, and the total is

$$-\frac{K}{2x}\int_0^1\lambda\,d\lambda=-\frac{K}{4x}.$$

Supplying the induced charge costs nothing, because the metal is at zero potential. The electron's self-energy in the uniform medium doesn't depend on $x$ and drops out.

The disc calculation agrees. Moving the electron from distance 1 to 2 takes work 0.1250 in the same units. Pulling it from a fixed charge over the same separations, 2 to 4, takes 0.2500.

**Q:** Can you show that the recession causes the factor, rather than some other property of a metal?

**A:** Replace the metal by a fictitious charge $+q$ that some outside agent moves back by $g$ times the electron's advance. Then $s=(1+g)x$. Count the work on the electron alone:

$$U_g(x)=-\int_x^\infty\frac{K\,dx'}{(1+g)^2x'^2}-fx=-\frac{K}{(1+g)^2x}-fx.$$

The forces balance at $x=\sqrt{K/f}/(1+g)$. There each of the two terms equals $-\sqrt{Kf}/(1+g)$, so the lowering is

$$D_g=\frac{2\sqrt{Kf}}{1+g}.$$

A stationary centre, $g=0$, gives the donor result, and $g=1$ gives the image result. The metal enters only through the recession and through the full strength $+q$ of its image. A dielectric of relative permittivity 30 in place of the metal gives an image that recedes in the same way but has only $(30-11.7)/(30+11.7)=0.44$ of the charge, and in the example below its lowering would be 23.2 meV instead of 35.1 meV. In the example below, numerical force balance and work integration give 70.2, 46.8, 35.1 and 23.4 meV for $g=0$, 0.5, 1 and 2, in agreement with this formula.

**Q:** Let's have that example, then.

**A:** Take silicon with relative permittivity 11.7 and a field of 0.1 MV/cm at the interface. Then $K=0.12307$ eV nm and $f=0.0100$ eV/nm, and the separation at either top is

$$s_*=\sqrt{\frac{0.12307}{0.0100}}\ \text{nm}=3.51\ \text{nm}.$$

The electron from the donor has travelled 3.51 nm, and the one from the metal 1.75 nm. The field and the attraction contribute equally, so each lowering is twice $f$ times the distance travelled:

$$D_{\rm PF}=2(0.0100)(3.508)\ \text{eV}=0.0702\ \text{eV}=70.2\ \text{meV},$$

$$D_{\rm S}=2(0.0100)(1.754)\ \text{eV}=0.0351\ \text{eV}=35.1\ \text{meV}.$$

The halving also holds away from the top. At a separation of 2 nm the energies are $-81.5$ meV for the donor and $-40.8$ meV for the metal. At 6 nm they are $-80.5$ and $-40.3$ meV.

**Q:** How does this compare with a real contact?

**A:** Sulfur in silicon has a donor level roughly 0.3 eV below the conduction band, so a lowering of 70 meV leaves a barrier. A shallow dopant with a depth of a few tens of meV would have none left at this field. The formula also needs the top to lie well outside the bound state. The Coulomb energy reaches 0.3 eV at $K/(0.3\ \text{eV})=0.41$ nm, and the bound state decays over $\hbar/\sqrt{2mE}\approx0.8$ nm for silicon's light electron mass; both are inside 3.5 nm. The thermal wavelength of such an electron at 300 K is about 10 nm, however, which is longer than the distance to either top. The lowerings are properties of the potential, and classical motion over the tops is only a rough picture.

Let the shallow doping be $N=10^{16}\ \text{cm}^{-3}$, with far fewer deep donors. The field falls linearly to zero over the depletion width $W=\varepsilon F/(qN)=647$ nm, and the band bending is $fW/2=3.23$ eV, which requires reverse bias. The field is about a quarter of the avalanche breakdown field, which is roughly 0.4 MV/cm at this doping.

A donor 50 nm from the metal feels $1-50/647=0.923$ of the interface field. Its lowering is 67.4 meV, and the ratio to the Schottky value drops to $2\sqrt{0.923}=1.92$. "Equal field" therefore means the field at each starting point.

**Q:** Doesn't the nearby metal also disturb the donor?

**A:** Very little at that depth. Let $d$ be the donor's depth and $r$ the electron's distance beyond it. The donor's negative image repels the electron, and the electron's own image attracts it. Measured from the donor site, with the bound level following the local potential, the added energy is

$$\frac{K}{2d+r}-\frac{K}{4(d+r)}-\frac{K}{4d}.$$

For $r\ll d$, the first two terms expand to

$$K\left(\frac{1}{2d}-\frac{r}{4d^2}+\frac{r^2}{8d^3}\right)-K\left(\frac{1}{4d}-\frac{r}{4d^2}+\frac{r^2}{4d^3}\right).$$

After subtracting $K/(4d)$, the constant and linear terms cancel, leaving $-Kr^2/(8d^3)$. The full expression changes the lowering by 0.0014 meV here. Ionised dopants matter more. A single one at the mean spacing of 46 nm contributes 0.57% of the interface field, and many placed at random typically add up to a few per cent.

**Q:** At room temperature, should emission from the donors then rise by $\exp(D_{\rm PF}/kT)$?

**A:** That would overstate it in a simple directional model. With $kT=25.85$ meV at 300 K, the exponential is 15.1. But the full lowering applies only straight along the field. At angle $\theta$ to it, the push along the ray is $f\cos\theta$, so for forward rays

$$D(\theta)=2\sqrt{Kf\cos\theta}.$$

At 60 degrees this is 49.6 meV. Suppose that the electron leaves along straight rays, equally likely in all directions, and that the backward half has no lowering. With $c=\cos\theta$, a fraction $dc/2$ of the directions lies in $dc$. With $\gamma=D_{\rm PF}/kT$ and $c=u^2$, the rate rises by the factor

$$R=\frac12+\frac12\int_0^1e^{\gamma\sqrt c}\,dc=\frac12+\int_0^1u\,e^{\gamma u}\,du.$$

Integration by parts gives

$$R=\frac12+\frac{(\gamma-1)e^\gamma+1}{\gamma^2}.$$

This is 4.15 here, equivalent to a lowering of $kT\ln4.15=36.8$ meV. A flat metal surface has the same lowering at every point, and its factor is $\exp(D_{\rm S}/kT)=3.88$.

**Q:** Those are nearly equal! Has the factor of two vanished?

**A:** Not from the barrier heights. The near equality of the rate factors is lost at larger $\gamma$, that is, at stronger fields or lower temperatures. For small $\gamma$ both factors are close to 1, but the equivalent lowerings still differ: expanding the exponential in the first integral gives $R\approx1+\gamma/3$, equivalent to a lowering of $D_{\rm PF}/3$, which is less than $D_{\rm S}$. For large $\gamma$, $R\approx e^\gamma/\gamma$, equivalent to $D_{\rm PF}-kT\ln\gamma$, which is more than $D_{\rm S}$. In the ray model the crossing is at $\gamma\approx2.3$, and the example, with $\gamma=2.71$, lies near it. Of the corrections I have estimated, this is the largest, and it depends on the assumed rays. If the electron instead scatters many times and diffuses out of the well, Onsager's result $R=2I_1(\gamma)/\gamma$ applies, with $I_1$ a modified Bessel function. It gives only 2.25 here, well below the metal's 3.88, and it does not overtake the metal's factor until $\gamma\approx5.9$. The near equality is thus a feature of the ray model and not a property of the contact.

**Q:** And tunnelling through the top?

**A:** Tunnelling close to the top favours the metal, whose barrier is more sharply curved. The magnitude of the curvature is $2K/s_*^3$ for the donor, but for the metal it is

$$\frac{2(K/4)}{(s_*/2)^3}=\frac{4K}{s_*^3}.$$

I made a one-dimensional semiclassical estimate with silicon's light electron mass, 0.19 free-electron masses. Relative to classical flow over the top, tunnelling and reflection at the top together multiply the thermal flux by 1.24 for the metal and 1.13 for the donor. With the heavy mass, 0.92, which applies to valleys aligned with the field, the factors fall to 1.05 and 1.03. Taken alone, these factors would correspond to extra lowerings of 5.5 and 3.3 meV, and to a ratio of $(70.2+3.3)/(35.1+5.5)\approx1.8$. But the estimate leaves out reflection from the steep attraction closer to the starting point, where the potential changes appreciably within one wavelength. That reflection can outweigh the gain, so these figures show the effect of the barrier top and don't predict the net current.

**Q:** What if the donor can lose a second electron, or the permittivities differ?

**A:** If the centre is left with charge $+Zq$, replace $K$ by $ZK$ for the donor. With separate fields and permittivities, the ratio is

$$\frac{D_{\rm PF}}{D_{\rm S}}=2\sqrt{\frac{Z\,F_{\rm donor}\,\varepsilon_{\rm metal}}{F_{\rm metal}\,\varepsilon_{\rm donor}}},$$

where $\varepsilon_{\rm metal}$ is the permittivity of the medium next to the metal. A second electron leaving the same centre has $Z=2$, which gives $2\sqrt2$ at equal field and permittivity.

The field also has limits in both directions. As it weakens, $s_*$ grows as $1/\sqrt F$ until the top reaches neighbouring dopants or a region where the field has changed. As it strengthens, the top moves inward to atomic distances, where neither a point charge in a uniform medium nor an ideal flat metal is a safe description. The factor of two belongs to the range between, and it compares the Coulomb lowerings only. Reverse currents of real silicide diodes are usually fitted with a further lowering $\alpha qF$, attributed to charge at the interface, with $\alpha$ of order 1 to 3 nm. At 0.1 MV/cm that adds 10 to 30 meV to the metal's 35 meV, so a measured ratio can be well below two.

## Table of computed values

```
Relative permittivity: 11.7
Interface field: 0.1 MV/cm = 0.0100 eV/nm as a force
Temperature: 300 K, kT = 25.85 meV
Doping: 1.0e+16 cm^-3
Donor level below conduction band (rough): 0.3 eV
Coulomb strength K: 0.12307 eV nm
Plate test, force at distance 1 (image value 0.25): 0.2500
Plate test, work from distance 1 to 2: 0.1250
Fixed charge, work from separation 2 to 4: 0.2500
Donor: electron distance at top: 3.508 nm
Metal: electron distance at top: 1.754 nm
Metal: electron-image separation at top: 3.508 nm
Donor: field part 35.08, pull part 35.08 meV
Metal: field part 17.54, pull part 17.54 meV
Poole-Frenkel lowering: 70.16 meV = 0.0702 eV
Schottky lowering: 35.08 meV = 0.0351 eV
Ratio of lowerings: 2.0000
Separation 2.000 nm: donor energy -81.54 meV, image energy -40.77 meV
Separation 3.508 nm: donor energy -70.16 meV, image energy -35.08 meV
Separation 6.000 nm: donor energy -80.51 meV, image energy -40.26 meV
Recession g = 0.0: lowering 70.16 meV
Recession g = 0.5: lowering 46.78 meV
Recession g = 1.0: lowering 35.08 meV
Recession g = 2.0: lowering 23.39 meV
Depletion width: 647 nm, band bending 3.23 eV
Donor depth: 50 nm
Field at donor / interface field: 0.923
Poole-Frenkel lowering in that field: 67.40 meV
Ratio to Schottky lowering then: 1.921
Metal's change of donor lowering: 0.0014 meV
Dopant spacing: 46.4 nm
Neighbour's field / interface field: 0.57 %
Field / rough breakdown field: 0.33
Coulomb radius at donor level: 0.41 nm
Electron mass for tunnelling: 0.19 free masses
Tunnelling flux factor, metal: 1.24, as lowering 5.5 meV
Tunnelling flux factor, donor: 1.13, as lowering 3.3 meV
Donor rate factor, straight along field: 15.09
Donor rate factor, averaged over angles: 4.15
Averaged factor as lowering: 36.8 meV
Metal rate factor from lowering: 3.88
Donor lowering at 60 degrees: 49.61 meV
```
